**Ammonia at gas equilibrium, 773 K and 1 bar**

The program finds an equilibrium NH₃ mole fraction x of 0.128 percent, while 0.256 percent of the initial ammonia molecules survive. Here g is the standard free energy of formation of NH₃, K = exp(−g/RT), a is the decomposed fraction, κ = (3√3/4)KP/P₀ with P₀ = 1 bar, a = 1/√(1+κ) and x = (1−a)/(1+a). It asserts that this closed form agrees with direct numerical minimization of the Gibbs energy at three temperatures and four pressures. It also asserts that the tabulated g from 500 to 800 K agrees within 0.3 kJ/mol with values from molecular partition functions, whose energy offset is fixed by the 298.15 K row alone. With the statistical value of g at 773 K, x is 0.125 percent. The output places the temperature at which x falls to 0.1 percent at 797 K. For a furnace gas with 30 percent of its ammonia decomposed, it gives an equivalent N₂ fugacity of 4.5 × 10⁵ bar, against about 0.25 bar for the equilibrium gas.

## Program and output

```python
# Result under test: pure NH3 brought to gas equilibrium at 773 K and 1 bar
# has an NH3 mole fraction slightly above 0.1 percent.
# K = exp(-g/RT) for 1/2 N2 + 3/2 H2 -> NH3, g = free energy of formation,
# a = decomposed fraction, kappa = (3 sqrt(3)/4) K P/P0, a = 1/sqrt(1+kappa),
# x = (1-a)/(1+a) = mole fraction of NH3. Standard pressure P0 = 1 bar.
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize_scalar, brentq

R = sc.R
T0, P = 773.0, 1.0                      # K, bar
# Input table: T in K, g(NH3) in kJ/mol
table = {298.15: -16.367, 500.0: 4.800, 600.0: 15.879,
         700.0: 27.190, 800.0: 38.662}


def g_line(T):
    """Straight line through the 700 K and 800 K rows, kJ/mol."""
    return table[700.0] + (T - 700.0) * (table[800.0] - table[700.0]) / 100.0


def K_form(g, T):
    return np.exp(-1e3 * g / (R * T))


def closed_form(K, p):
    """Return mole fraction and surviving fraction of NH3."""
    kappa = 3 * np.sqrt(3) / 4 * K * p
    a = 1 / np.sqrt(1 + kappa)
    return (1 - a) / (1 + a), 1 - a


def minimized(g, T, p):
    """Surviving fraction from direct minimization of the Gibbs energy."""
    def gibbs(log_r):
        r = np.exp(log_r)
        n = np.array([r, (1 - r) / 2, 3 * (1 - r) / 2])
        return r * 1e3 * g / (R * T) + np.sum(n * np.log(n * p / n.sum()))
    res = minimize_scalar(gibbs, bounds=(-15, -1e-6), method="bounded",
                          options={"xatol": 1e-9, "maxiter": 500})
    return np.exp(res.x)


# ---- Statistical mechanics: levels in 1/cm, energies from ground level ----
cm = sc.h * sc.c * 100 / sc.k           # K per 1/cm


def q_trans(mass_u, T):
    m = mass_u * sc.atomic_mass
    return (2 * np.pi * m * sc.k * T / sc.h**2) ** 1.5 * sc.k * T / 1e5


def q_vib(freqs, T):
    return np.prod([1 / (1 - np.exp(-f * cm / T)) for f in freqs])


def q_H2(T):
    J = np.arange(21)
    E = 59.33 * J * (J + 1) - 0.046 * (J * (J + 1)) ** 2
    spin = np.where(J % 2 == 0, 0.25, 0.75)
    rot = np.sum(spin * (2 * J + 1) * np.exp(-E * cm / T))
    return q_trans(2.016, T) * rot * q_vib([4161], T)


def q_N2(T):
    J = np.arange(150)
    rot = np.sum((2 * J + 1) * np.exp(-1.99 * J * (J + 1) * cm / T)) / 2
    return q_trans(28.014, T) * rot * q_vib([2330], T)


def q_NH3(T):
    rot = 0.0
    for J in range(60):
        k = np.arange(-J, J + 1)
        E = 9.944 * J * (J + 1) + (6.196 - 9.944) * k**2
        rot += (2 * J + 1) * np.sum(np.exp(-E * cm / T)) / 3
    vib = q_vib([3337, 950, 3444, 3444, 1627, 1627], T)
    return q_trans(17.031, T) * rot * vib


def thermal_part(T):
    lnq = np.log(q_NH3(T)) - 0.5 * np.log(q_N2(T)) - 1.5 * np.log(q_H2(T))
    return -R * T * lnq / 1e3


offset = table[298.15] - thermal_part(298.15)   # only one row is used


def g_stat(T):
    return offset + thermal_part(T)


for T in (500.0, 600.0, 700.0, 800.0):
    assert abs(g_stat(T) - table[T]) < 0.3      # rigid-rotor, harmonic limits
g0 = g_line(T0)
assert abs(g_stat(T0) - g0) < 0.3

# ---- Closed form against direct minimization, also far from a = 1 ----
for T, g in ((500.0, table[500.0]), (700.0, table[700.0]), (T0, g0)):
    for p in (0.1, 1.0, 10.0, 100.0):
        r_min = minimized(g, T, p)
        r_formula = closed_form(K_form(g, T), p)[1]
        assert abs(r_min / r_formula - 1) < 1e-4

# ---- Main result ----
K0 = K_form(g0, T0)
x0, r0 = closed_form(K0, P)
x_small = 3 * np.sqrt(3) / 16 * K0 * P
r_direct = minimized(g0, T0, P)
x_direct = r_direct / (2 - r_direct)
x_stat = closed_form(K_form(g_stat(T0), T0), P)[0]
assert 0.001 < x_direct < 0.0015
assert 0.001 < x_stat < 0.0015
assert abs(x_small / x_direct - 1) < 0.01
S_form = -(table[800.0] - table[700.0]) / 100.0
H_form = table[700.0] + 700.0 * S_form
# Enthalpy of formation from the partition functions (Gibbs-Helmholtz)
H_stat = -750.0**2 * (g_stat(751) / 751 - g_stat(749) / 749) / 2
assert H_form < 0 and abs(H_stat - H_form) < 1.0

# ---- Margin of the conclusion ----
T_limit = brentq(lambda T: closed_form(K_form(g_line(T), T), P)[0] - 1e-3,
                 700, 800)
K_limit = brentq(lambda K: closed_form(K, P)[0] - 1e-3, 1e-5, 0.1)
g_margin = -R * T0 * np.log(K_limit) / 1e3 - g0
assert T_limit > T0 and g_margin > 0.4
curv = (table[800.0] - 2 * table[700.0] + table[600.0]) / 100.0**2
g_interp_error = abs(curv) * (T0 - 700) * (800 - T0) / 2
assert g_interp_error < 0.05

# ---- Furnace gas with 30 percent of the ammonia decomposed ----
a_f = 0.30


def potential(a):
    n = np.array([1 - a, a / 2, 1.5 * a]) * P / (1 + a)
    return n, n[0] / n[2] ** 1.5


p_f, KN_f = potential(a_f)
fug = (KN_f / K0) ** 2
p_eq, KN_eq = potential(1 - r_direct)
# At true equilibrium the equivalent fugacity must be the real N2 pressure
assert abs((KN_eq / K0) ** 2 / p_eq[1] - 1) < 1e-3

# ---- Neglected effects ----
# Rough van der Waals constants for NH3, N2, H2: L^2 bar/mol^2 and L/mol
a_w, b_w = np.array([4.2, 1.4, 0.25]), np.array([0.037, 0.039, 0.027])
RT = R * T0 / 100                       # L bar/mol
B = (b_w[:, None] + b_w) / 2 - np.sqrt(np.outer(a_w, a_w)) / RT
y = p_eq / P
ln_phi = (2 * B @ y - y @ B @ y) * P / RT
nonideal = np.exp(0.5 * ln_phi[1] + 1.5 * ln_phi[2] - ln_phi[0]) - 1
D0 = 4.478                              # eV, H2 dissociation energy
K_H = (2 * q_trans(1.008, T0)) ** 2 / q_H2(T0)
K_H *= np.exp(-D0 * sc.e / (sc.k * T0))
x_H = np.sqrt(K_H * p_eq[2] / P**2)
err_g = 0.4
x_lo = closed_form(K_form(g0 + err_g, T0), P)[0]
x_hi = closed_form(K_form(g0 - err_g, T0), P)[0]
x_hot = closed_form(K_form(g_line(T0 + 5), T0 + 5), P)[0]
x_cold = closed_form(K_form(g_line(T0 - 5), T0 - 5), P)[0]
assert abs(nonideal) < 0.01 and x_H < 1e-6 and x_lo > 1e-3
assert x_hot < x0 < x_cold

print(f"Temperature: {T0:.0f} K = {T0 - 273.15:.0f} C; pressure: {P:.0f} bar")
for T, g in table.items():
    print(f"Table g(NH3) at {T:.2f} K: {g:.3f} kJ/mol;"
          f" statistical: {g_stat(T):.3f} kJ/mol")
print(f"Interpolated g at 773 K: {g0:.3f} kJ/mol")
print(f"Statistical g at 773 K: {g_stat(T0):.3f} kJ/mol")
print(f"Formation enthalpy, 700-800 K rows: {H_form:.2f} kJ/mol")
print(f"Formation enthalpy, statistical, 750 K: {H_stat:.2f} kJ/mol")
print(f"Formation entropy, 700-800 K rows: {1e3 * S_form:.2f} J/(mol K)")
print(f"RT at 773 K: {R * T0 / 1e3:.4f} kJ/mol")
print(f"g/RT: {1e3 * g0 / (R * T0):.4f}")
print(f"K of formation: {K0:.6f}")
print(f"kappa: {3 * np.sqrt(3) / 4 * K0 * P:.6f}")
print(f"Decomposed fraction a: {1 - r0:.6f}")
print(f"NH3 mole fraction, closed form: {100 * x0:.4f} percent")
print(f"NH3 mole fraction, minimization: {100 * x_direct:.4f} percent")
print(f"NH3 mole fraction, small-kappa law: {100 * x_small:.4f} percent")
print(f"NH3 mole fraction, statistical g: {100 * x_stat:.4f} percent")
print(f"Surviving part of initial NH3: {100 * r0:.4f} percent")
print(f"N2 and H2 mole fractions: {y[1]:.5f}, {y[2]:.5f}")
print(f"NH3 partial pressure: {x0 * P:.6f} bar"
      f" = {x0 * P * sc.bar / sc.torr:.3f} Torr")
for T in (500.0, 600.0, 700.0, 800.0):
    xT = closed_form(K_form(table[T], T), P)[0]
    print(f"NH3 mole fraction at {T:.0f} K, 1 bar: {100 * xT:.4f} percent")
for p in (0.1, 2.0, 10.0):
    xp = closed_form(K0, p)[0]
    print(f"NH3 mole fraction at 773 K, {p:g} bar: {100 * xp:.4f} percent")
print(f"Temperature where x = 0.1 percent: {T_limit:.1f} K")
print(f"Rise of g that gives x = 0.1 percent: {g_margin:.2f} kJ/mol")
print(f"Furnace gas, decomposed part: {100 * a_f:.0f} percent")
print(f"Furnace NH3, N2, H2: {p_f[0]:.4f}, {p_f[1]:.4f}, {p_f[2]:.4f} bar")
print(f"Nitriding potential, furnace: {KN_f:.3f} bar^-1/2")
print(f"Nitriding potential, equilibrium: {KN_eq:.5f} bar^-1/2")
print(f"Equivalent N2 fugacity, furnace: {fug:.2e} bar")
print(f"Interpolation error of g: {1e3 * g_interp_error:.1f} J/mol")
print(f"Non-ideality, relative change of x: {100 * nonideal:.3f} percent")
print(f"H atom mole fraction: {x_H:.1e}")
print(f"x for g +/- {err_g} kJ/mol: {100 * x_lo:.4f}, {100 * x_hi:.4f} percent")
print(f"x for T +/- 5 K: {100 * x_hot:.4f}, {100 * x_cold:.4f} percent")
print("OK")
```

Printed output:

```
Temperature: 773 K = 500 C; pressure: 1 bar
Table g(NH3) at 298.15 K: -16.367 kJ/mol; statistical: -16.367 kJ/mol
Table g(NH3) at 500.00 K: 4.800 kJ/mol; statistical: 4.836 kJ/mol
Table g(NH3) at 600.00 K: 15.879 kJ/mol; statistical: 15.949 kJ/mol
Table g(NH3) at 700.00 K: 27.190 kJ/mol; statistical: 27.306 kJ/mol
Table g(NH3) at 800.00 K: 38.662 kJ/mol; statistical: 38.837 kJ/mol
Interpolated g at 773 K: 35.565 kJ/mol
Statistical g at 773 K: 35.710 kJ/mol
Formation enthalpy, 700-800 K rows: -53.11 kJ/mol
Formation enthalpy, statistical, 750 K: -53.44 kJ/mol
Formation entropy, 700-800 K rows: -114.72 J/(mol K)
RT at 773 K: 6.4271 kJ/mol
g/RT: 5.5335
K of formation: 0.003952
kappa: 0.005134
Decomposed fraction a: 0.997443
NH3 mole fraction, closed form: 0.1280 percent
NH3 mole fraction, minimization: 0.1280 percent
NH3 mole fraction, small-kappa law: 0.1283 percent
NH3 mole fraction, statistical g: 0.1252 percent
Surviving part of initial NH3: 0.2557 percent
N2 and H2 mole fractions: 0.24968, 0.74904
NH3 partial pressure: 0.001280 bar = 0.960 Torr
NH3 mole fraction at 500 K, 1 bar: 8.5586 percent
NH3 mole fraction at 600 K, 1 bar: 1.3114 percent
NH3 mole fraction at 700 K, 1 bar: 0.3020 percent
NH3 mole fraction at 800 K, 1 bar: 0.0969 percent
NH3 mole fraction at 773 K, 0.1 bar: 0.0128 percent
NH3 mole fraction at 773 K, 2 bar: 0.2554 percent
NH3 mole fraction at 773 K, 10 bar: 1.2515 percent
Temperature where x = 0.1 percent: 796.9 K
Rise of g that gives x = 0.1 percent: 1.59 kJ/mol
Furnace gas, decomposed part: 30 percent
Furnace NH3, N2, H2: 0.5385, 0.1154, 0.3462 bar
Nitriding potential, furnace: 2.644 bar^-1/2
Nitriding potential, equilibrium: 0.00197 bar^-1/2
Equivalent N2 fugacity, furnace: 4.48e+05 bar
Interpolation error of g: 15.9 J/mol
Non-ideality, relative change of x: 0.070 percent
H atom mole fraction: 7.9e-13
x for g +/- 0.4 kJ/mol: 0.1203, 0.1362 percent
x for T +/- 5 K: 0.1214, 0.1351 percent
OK
```
